# Slowest decay rate of a slab in an N-cell thermal network

A thermal network with five equal cells can give the slowest cooling rate of a slab to within 1 %, or it can miss by 18 %. The difference lies in one resistor, the link between the last cell and the isothermal face. An engineer who does not know the size and sign of the discretization error may blame a material constant for a slow simulated transient, or add cells when the end link is at fault.

## Model and result

A slab occupies \(0<x<L\). Its conductivity \(k\) and its heat capacity per volume \(c\) are constant, and \(\alpha=k/c\) is the diffusivity. Heat flows along \(x\), with no sources after the initial heating. The face \(x=0\) is insulated. The face \(x=L\) is isothermal, and the temperature \(T\) is measured from that face.

Divide the slab into \(N\) equal cells of width \(h=L/N\). Per unit area, the network has:

- a capacity \(ch\) at the centre of each cell;
- a resistance \(h/k\) between neighbouring centres;
- a resistance \(h/(2k)\) from the last centre to the isothermal face;
- no link at the insulated face.

For a slab of area \(A\), multiply the capacities by \(A\) and divide the resistances by \(A\). Their products, and hence the rates, do not change.

With time kept continuous, the slowest rate \(\lambda_N\) of this network lies below the slowest rate \(\lambda\) of the slab by the relative error

\[
\varepsilon_N=1-\frac{\lambda_N}{\lambda}\approx\frac{\pi^2}{48N^2}.
\]

## Decay rates of the continuous slab

The heat equation is \(\partial T/\partial t=\alpha\,\partial^2T/\partial x^2\). Inserting \(T=X(x)e^{-\lambda t}\) gives

\[
X''=-\frac{\lambda}{\alpha}X .
\]

To fix the sign of \(\lambda\), multiply by \(X\) and integrate by parts over the slab. The boundary term \(XX'\) vanishes at both ends, because \(X'(0)=0\) and \(X(L)=0\). What remains is

\[
\lambda\int_0^L X^2\,dx=\alpha\int_0^L (X')^2\,dx .
\]

The right side is positive, since a constant \(X\) that vanishes at \(L\) is zero everywhere. So \(\lambda=\alpha q^2\) with \(q>0\), and \(X=a\cos qx+b\sin qx\). The insulated face requires \(X'(0)=qb=0\), which removes the sine. The isothermal face then requires \(\cos qL=0\), so

\[
q_m=\frac{(2m-1)\pi}{2L},\qquad m=1,2,\ldots
\]

The smallest value, \(q_1=\pi/(2L)\), gives the slowest rate:

\[
\lambda=\frac{\pi^2\alpha}{4L^2}.
\]

This mode is a quarter of a cosine wave, warmest at the insulated face.

## Decay rates of the network

Let \(T_j\) be the temperature at the centre \(x_j=(j-\tfrac12)h\). For an inner cell, the heat balance is

\[
ch\frac{dT_j}{dt}=\frac{k}{h}(T_{j-1}-T_j)+\frac{k}{h}(T_{j+1}-T_j).
\]

The first cell has no left-hand link. Its balance has the same form if a fictitious neighbour obeys \(T_0=T_1\), because the first term is then zero. The last cell loses the flux \(T_N/(h/2k)=2kT_N/h\) to the isothermal face. Its balance also has the inner form if \(T_{N+1}=-T_N\), because then

\[
\frac{k}{h}(T_{N+1}-T_N)=-\frac{2k}{h}T_N .
\]

All cells now obey one equation with two mirror conditions. Try

\[
T_j=\cos\!\big[q(j-\tfrac12)h\big]\,e^{-\lambda_N t}.
\]

The identity \(\cos(\theta-qh)+\cos(\theta+qh)=2\cos\theta\cos qh\) turns the heat balance, divided by \(ch\), into

\[
-\lambda_N=\frac{\alpha}{h^2}(2\cos qh-2),
\qquad
\lambda_N=\frac{4\alpha}{h^2}\sin^2\frac{qh}{2}.
\]

The first mirror condition holds for any \(q\), since \(T_0\) and \(T_1\) are both proportional to \(\cos(qh/2)\). The second requires

\[
\cos\!\Big(qL+\frac{qh}{2}\Big)+\cos\!\Big(qL-\frac{qh}{2}\Big)
=2\cos qL\,\cos\frac{qh}{2}=0 .
\]

The choice \(\cos qL=0\) gives the same \(q_m\) as in the continuous slab. For \(m=1,\ldots,N\),

\[
\frac{q_mh}{2}=\frac{(2m-1)\pi}{4N}
\]

lies between 0 and \(\pi/2\), where the sine increases. The \(N\) rates are therefore distinct. A network of \(N\) capacities has \(N\) rates, so none is missing, and \(m=1\) is the slowest:

\[
\lambda_N=\frac{4\alpha N^2}{L^2}\sin^2\frac{\pi}{4N}.
\]

For \(N=1\) this gives \(2\alpha/L^2\), as it must for a capacity \(cL\) discharging through \(L/(2k)\).

## Size and sign of the error

Put \(y=\pi/(4N)\). Since \(\lambda=4\alpha N^2y^2/L^2\), the ratio of the rates is \((\sin y/y)^2\). From \(\sin^2y=(1-\cos2y)/2\) and the cosine series,

\[
\sin^2y=y^2-\frac{y^4}{3}+\frac{2y^6}{45}-\frac{y^8}{315}+\cdots
\]

Dividing by \(y^2\) and subtracting from 1 gives

\[
\varepsilon_N=\frac{y^2}{3}-\frac{2y^4}{45}+\frac{y^6}{315}-\cdots
=\frac{\pi^2}{48N^2}-\frac{\pi^4}{5760N^4}+\cdots
\]

The signs alternate. Each term is smaller than the one before it by a factor of at most \((2y)^2/30\), which is below 0.1 because \(y\le\pi/4\). The sum therefore lies between its first one and first two terms:

\[
\frac{\pi^2}{48N^2}-\frac{\pi^4}{5760N^4}<\varepsilon_N<\frac{\pi^2}{48N^2},\qquad N\ge1 .
\]

The network is thus too slow for every \(N\), and the leading formula slightly overstates the error. To keep \(\varepsilon_N\) below a tolerance \(\delta\), it is sufficient that

\[
N\ge\frac{\pi}{\sqrt{48\,\delta}} .
\]

The origin of the error can be seen in the second difference. Taylor expansion gives

\[
\frac{T(x+h)-2T(x)+T(x-h)}{h^2}=T''+\frac{h^2}{12}T''''+\cdots
\]

For the cosine mode, \(T''=-q^2T\) and \(T''''=q^4T\), so the right side is \(-q^2(1-q^2h^2/12)T\) to this order. The curvature that drives the cooling is underestimated by the fraction \(q^2h^2/12\), which equals \(\pi^2/(48N^2)\) for \(q=\pi/(2L)\). The end conditions add nothing, because the cosine satisfies both mirror conditions.

The same fraction for mode \(m\) is \((2m-1)^2\pi^2/(48N^2)\), as long as \(q_mh\) is small. The fastest network mode is far outside that range. For large \(N\) its \(q_mh/2\) approaches \(\pi/2\), and its rate is only \((2/\pi)^2\approx0.41\) of the continuum value. A mesh chosen for the slowest rate may therefore be too coarse for the first moments after a surface pulse.

## The end link and other node positions

Suppose that the last link is given the full resistance \(h/k\). The last cell then loses \(kT_N/h\), which corresponds to \(T_{N+1}=0\). The cold point has moved from \(L\) to \(L+h/2\), and the slowest mode has

\[
q=\frac{\pi}{2L+h},\qquad
\lambda_N^{\rm full}=\frac{4\alpha N^2}{L^2}\sin^2\frac{\pi}{4N+2}.
\]

For large \(N\) the sine may be replaced by its argument, and

\[
\frac{\lambda_N^{\rm full}}{\lambda}\approx\Big(1+\frac{1}{2N}\Big)^{-2}\approx1-\frac1N .
\]

The error is now of first order in \(1/N\). The table gives both errors in per cent of the continuum rate.

| \(N\) | half link | \(\pi^2/(48N^2)\) | full link |
|---:|---:|---:|---:|
| 1 | 18.94 | 20.56 | 59.5 |
| 2 | 5.04 | 5.14 | 38.1 |
| 4 | 1.28 | 1.29 | 21.8 |
| 5 | 0.820 | 0.822 | 17.9 |
| 8 | 0.321 | 0.321 | 11.7 |
| 16 | 0.080 | 0.080 | 6.0 |

A 1 % error needs 5 cells with the half link and about 100 with the full link.

Nodes may also be placed on the cell edges, \(x_j=jh\) with \(j=0,\ldots,N-1\), and the isothermal face at \(j=N\). All links are then \(h/k\), but the node on the insulated face has the capacity \(ch/2\). Its balance is

\[
\frac{ch}{2}\frac{dT_0}{dt}=\frac{k}{h}(T_1-T_0),
\]

which after doubling is the inner equation with \(T_{-1}=T_1\). The mode \(\cos(qjh)\) satisfies this, and \(T_N=0\) again gives \(\cos qL=0\). Both arrangements have the same rates. Diagonalization of the network matrices for \(N=1\) to 12 confirmed this for all \(N\) modes.

## An end resistance in general

A real contact has a resistance \(R\) per unit area between the slab and the cold point. The face temperature is then \(R\) times the flux leaving the slab. For the mode \(\cos qx\),

\[
\cos qL=Rkq\sin qL,
\qquad qL\tan qL=\frac{L}{kR}.
\]

Let \(R\) be small compared with \(L/k\), and write \(qL=\pi/2-\eta\). Then \(\tan qL\approx1/\eta\), so \(\eta\approx(\pi/2)kR/L\). Since the rate is proportional to \(q^2\), its relative change is

\[
\frac{\Delta\lambda}{\lambda}\approx-\frac{2kR}{L}.
\]

The surplus resistance of the full end link is \(R=h/(2k)\), for which this formula gives \(-h/L=-1/N\). The wrong link therefore acts like a poor contact that the real slab does not have.

## Use in a transient calculation

If the slow mode has the right amplitude at \(t=0\), the network temperature is later too high by the factor

\[
\frac{e^{-\lambda_Nt}}{e^{-\lambda t}}=e^{\varepsilon_N\lambda t}.
\]

The relative temperature error grows with time, although the absolute temperature falls. A relative tolerance on the temperature after several time constants is therefore stricter than the same relative tolerance on the rate.

The first node is half a cell below the insulated face. In the slow mode its temperature is \(\cos(\pi/4N)\) times the face temperature, which is 1.2 % lower for \(N=5\). This is a matter of readout and does not affect the rate.

Time stepping adds its own error. Backward Euler with step \(\Delta t\) multiplies a mode by \(1/(1+\lambda_N\Delta t)\) in each step, so the apparent rate is

\[
\frac{\ln(1+\lambda_N\Delta t)}{\Delta t}\approx\lambda_N\Big(1-\frac{\lambda_N\Delta t}{2}\Big).
\]

This error has the same sign as the spatial one. A step of one hundredth of the time constant lowers the rate by a further 0.5 %, which is enough to take the five-cell network past a 1 % limit.

## Example: a polyimide layer on silicon

A polyimide layer 10 µm thick lies on a silicon chip and cools after a short heat pulse at its upper surface. Rough typical properties are \(k=0.20\) W/(m K) and \(c=1.5\) MJ/(m³ K). The air side is taken as insulated and the silicon side as isothermal. Then

\[
\alpha=\frac{0.20}{1.5\times10^6}=1.333\times10^{-7}\ \mathrm{m^2/s},
\]

\[
\lambda=\frac{\pi^2(1.333\times10^{-7})}{4(10^{-5})^2}\approx3290\ \mathrm{s^{-1}},
\qquad \tau=\frac1\lambda\approx304\ \text{µs}.
\]

For a rate error of at most 1 %, the sufficient condition is \(N\ge\pi/\sqrt{0.48}=4.53\), so \(N=5\). Four cells would miss by 1.28 %. The five-cell time constant is \(304/(1-0.0082)\approx306.5\) µs.

Let the slow mode start with a surface amplitude of 20 K. After \(3\tau\) this amplitude is \(20e^{-3}=0.996\) K in the continuous slab and 1.021 K in the network, where the first node itself reads 1.2 % less. The excess is \(e^{3\times0.0082}-1\approx2.5\,\%\), three times the rate error, as expected for small \(\varepsilon_N\lambda t\).

A real layer can depart from the ideal slab by more than this mesh error, though not every neglected effect is that large. With rough inputs, and one effect changed at a time, the rate changes as follows. A 100 nm metal film that absorbs the pulse adds heat capacity and lowers the rate by 3.1 %. An interface resistance of 0.01 mm² K/W lowers it by 0.04 %, and loss to air and by radiation, 16 W/(m² K) in all, raises it by 0.07 %. Lateral flow raises it by 0.2 % for a heating pattern with a half-wavelength of 1 mm and an in-plane conductivity five times the through-plane value. This counts the polyimide alone. The 100 nm metal film also conducts sideways, and with a film conductivity of 100 to 200 W/(m K) the lateral effect grows to 0.6 to 1.0 %. If the whole layer were 20 K warmer, a conductivity rising by 0.1 % per kelvin would raise the rate by 2 %, and a heat capacity rising by 0.2 % per kelvin would lower it by 3.8 %. Of the cases computed here, the largest change comes from the isothermal face, once the package below the die is included. A silicon die 100 µm thick with a cold back lowers the slowest rate by 3.0 %. With 50 µm of solder and 2 mm of copper below the die, and the cold face under the copper, the surface cools 9 % more slowly between \(\tau\) and \(2\tau\), starting from the cosine profile in the polyimide. This is not the shift of a single rate, and it grows with time: about 4 % between \(\tau/2\) and \(\tau\), and about 16 % between \(2\tau\) and \(3\tau\).

The static resistance of the die explains most of its effect. It is \(100\ \text{µm}/148\ \mathrm{W/(m\,K)}=0.68\) mm² K/W, against 50 mm² K/W for the polyimide. The end-resistance formula then gives \(-2\times0.68/50=-2.7\,\%\). It leaves out the heat stored in the silicon.

The full stack also limits what "slowest" means. For laterally uniform heating and an ideally cold face under the copper, its own slowest time constant is about 15 ms, some fifty times that of the polyimide. A real path to a heat sink lengthens it: a resistance of 20 mm² K/W under the copper gives about 160 ms, while the surface temperature up to \(5\tau\) is practically unchanged. Heat from a narrow spot also spreads sideways in the silicon and the copper, which lowers the temperature of the spot further. For spots of a few tenths of a millimetre or less, the spreading in the silicon has the larger effect within the first five time constants. In a calculation that starts with the 20 K cosine profile in the polyimide and everything below it cold, the surface is at 0.32 K after \(5\tau\), where the ideal slab gives 0.13 K. For this start, the slab rate roughly describes the main fall of the surface temperature, and the package governs the tail. Adding cells to the polyimide does not reproduce this tail; the layers below must be added to the network. Just after a short surface pulse the surface cools faster than the slab rate, because higher modes are still present. That early stage does call for more cells in the polyimide. The rough inputs were a heat capacity of 2.4 MJ/(m³ K) for the metal film and, as conductivity in W/(m K) and heat capacity in MJ/(m³ K), 148 and 1.66 for silicon, 50 and 1.7 for solder, and 390 and 3.45 for copper.

## Table of computed values

```
continuum rate, Ritz: 2.46740110 alpha/L^2
continuum rate, pi^2/4: 2.46740110 alpha/L^2
N | network rate (alpha/L^2) | error % | pi^2/(48N^2) % | full end link %
 1 | 2.000000 | 18.9431 | 20.5617 | 59.472
 2 | 2.343146 | 5.0359 | 5.1404 | 38.078
 4 | 2.435855 | 1.2785 | 1.2851 | 21.787
 5 | 2.447174 | 0.8198 | 0.8225 | 17.916
 8 | 2.459484 | 0.3209 | 0.3213 | 11.670
16 | 2.465420 | 0.0803 | 0.0803 | 6.040
polyimide thickness: 10 um
polyimide conductivity (rough): 0.20 W/(m K)
polyimide heat capacity (rough): 1.50 MJ/(m^3 K)
diffusivity: 0.1333 mm^2/s
slowest continuum rate: 3289.9 1/s
time constant: 303.96 us
error target: 1.0 %
N from leading formula, before rounding up: 4.534
smallest N from network: 5
network time constant at that N: 306.48 us
initial slow-mode amplitude: 20.0 K
amplitude after 3 time constants, continuum: 0.9957 K
amplitude after same time, network: 1.0205 K
relative excess of that amplitude: 2.490 %
Neglected effects (rough inputs), change of decay rate:
metal film thickness: 100 nm
metal film heat capacity: 2.40 MJ/(m^3 K)
metal film: -3.124 %
interface resistance: 0.010 mm^2 K/W
interface: -0.0400 %
air plus radiation coefficient: 16.12 W/(m^2 K)
air plus radiation: 0.0653 %
conductivity slope: 0.10 %/K; effect: 2.00 %
heat capacity slope: 0.20 %/K; effect: -3.85 %
lateral half-wavelength: 1000 um
in-plane/through-plane conductivity ratio: 5.0
lateral flow: 0.200 %
silicon: 100 um, 148 W/(m K), 1.66 MJ/(m^3 K)
silicon die with cold back: -3.01 %
solder: 50 um, 50 W/(m K), 1.70 MJ/(m^3 K)
copper: 2000 um, 390 W/(m K), 3.45 MJ/(m^3 K)
die+solder+copper, surface rate from 1 to 2 tau: -8.96 %
slowest time constant of whole stack: 15484 us
surface at 5 tau, ideal slab: 0.1348 K
surface at 5 tau, whole stack: 0.3220 K
```
